# Axial and transverse permittivity of a dielectric with aligned cylindrical pores: a program that tests the result

```python
# Result under test: aligned circular air pores (fraction f, permittivity e_p)
# in a matrix e_m have the effective relative permittivities
#   axial:      k_axial = (1-f)*e_m + f*e_p
#   transverse: k_trans = e_m*(e_p+e_m+f*(e_p-e_m))/(e_p+e_m-f*(e_p-e_m))
# For e_m=4, e_p=1, f=0.4 these are to be 2.80 and 2.45.
# The transverse value is the Maxwell Garnett one. It is compared with a radial
# differential equation, periodic multipole fields and finite-volume fields.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu, spsolve
from scipy.integrate import solve_ivp
from scipy.constants import epsilon_0

e_m, e_p, f = 4.0, 1.0, 0.40
pore_diameter, film_thickness = 4.0, 100.0      # nm
pore_radius = pore_diameter / 2


def transverse(host, pore, fraction):
    d = fraction * (pore - host)
    return host * (pore + host + d) / (pore + host - d)


def axial(host, pore, fraction):
    return (1 - fraction) * host + fraction * pore


def radial_equation(core, layers):
    """Integrate y = e*r*u'/u outward; layers = [(permittivity, r_out/r_in)]."""
    y = core
    for e, ratio in layers:
        sol = solve_ivp(lambda s, v: e - v * v / e, (0, np.log(ratio)), [y],
                        rtol=1e-10, atol=1e-12)
        assert sol.success
        y = sol.y[0, -1]
    return y


def multipole_array(lattice, terms):
    """Periodic field for unit mean field along x and unit pore spacing.
    Returns permittivity, mean pore field and largest pore field."""
    if lattice == "hexagonal":
        vectors = np.exp(1j * np.pi / 3 * np.arange(3))
        edge, area = 1 / np.sqrt(3), np.sqrt(3) / 2
    else:
        vectors, edge, area = np.array([1, 1j]), 1.0, 1.0
    a = np.sqrt(f * area / np.pi)
    scale = abs(0.5 + 0.5j * edge)              # distance to a cell corner
    n = 2 * np.arange(terms) + 1
    b = (e_m - e_p) / (e_m + e_p)               # wall conditions for each order
    nodes, weights = np.polynomial.legendre.leggauss(40)

    def potential(z):
        z = z[:, None]
        return ((z / scale)**n + b * (a * a / (scale * z))**n).real

    def slope(z):
        z = z[:, None]
        return n / z * ((z / scale)**n - b * (a * a / (scale * z))**n)

    rows, rhs, flux = [], [], np.zeros(terms)
    for R in vectors:
        z = R / 2 + 1j * R * nodes * edge / 2
        rows.append(potential(z) - potential(z - R))
        rhs.append(np.full(len(z), R.real))
        rows.append(((slope(z) - slope(z - R)) * R).real)
        rhs.append(np.zeros(len(z)))
        flux += R.real * e_m * (weights * edge / 2) @ (slope(z) * R).real
    coef = np.linalg.lstsq(np.vstack(rows), np.concatenate(rhs), rcond=None)[0]
    inner = coef * (1 + b)
    wall = a * np.exp(1j * np.linspace(0, 2 * np.pi, 721))[:, None]
    field = np.abs((n * inner / wall * (wall / scale)**n).sum(axis=1))
    return flux @ coef / area, inner[0] / scale, field.max()


def finite_volume(centres, N=192, sub=4):
    """Mean transverse permittivity of a periodic unit square with equal pores."""
    a = np.sqrt(f / (len(centres) * np.pi))
    x = (np.arange(N * sub) + 0.5) / (N * sub)
    eps = np.full((N * sub, N * sub), e_m)
    for cx, cy in centres:
        dx = (x - cx + 0.5) % 1 - 0.5
        dy = (x - cy + 0.5) % 1 - 0.5
        eps[dx[:, None]**2 + dy[None, :]**2 < a * a] = e_p
    half = sub // 2
    ex = np.roll(eps, -half, axis=0).reshape(N, sub, N, sub)
    ey = np.roll(eps, -half, axis=1).reshape(N, sub, N, sub)
    kx = (1 / (1 / ex).mean(axis=1)).mean(axis=2).ravel()
    ky = (1 / (1 / ey).mean(axis=3)).mean(axis=1).ravel()
    one = sp.identity(N, format="csr")
    step = sp.csr_matrix((np.ones(N), (np.arange(N), (np.arange(N) + 1) % N)),
                         shape=(N, N)) - one
    G = sp.vstack([sp.kron(step, one), sp.kron(one, step)]).tocsr()
    K = np.concatenate([kx, ky])
    L = (G.T @ sp.diags(K) @ G).tocsc()
    solver = splu(L[1:, 1:])
    values = []
    for direction in (0, 1):
        e = np.zeros(2 * N * N)
        e[direction * N * N:(direction + 1) * N * N] = 1
        phi = np.zeros(N * N)
        phi[1:] = solver.solve(-(G.T @ (K * e))[1:])
        values.append(e @ (K * (e + G @ phi)) / N**2)
    return np.mean(values)


def random_pores(rng, count=16):
    """Non-overlapping pores, centres at least 2.1 radii apart."""
    gap = 2.1 * np.sqrt(f / (count * np.pi))
    while True:
        points = []
        for _ in range(5000):
            p = rng.random(2)
            if points:
                d = (np.array(points) - p + 0.5) % 1 - 0.5
                if (d**2).sum(axis=1).min() < gap**2:
                    continue
            points.append(p)
            if len(points) == count:
                return np.array(points)


def upright_capacitor(skin, nz=400):
    """Permittivity from charge: one upright pore, dense skins at both plates."""
    outer = pore_radius / np.sqrt(f)
    r = np.concatenate([np.linspace(0, pore_radius, 9),
                        np.linspace(pore_radius, outer, 7)[1:]])
    rc, area = (r[1:] + r[:-1]) / 2, np.pi * (r[1:]**2 - r[:-1]**2)
    nr, dz = len(rc), film_thickness / nz
    z = (np.arange(nz) + 0.5) * dz
    air = ((z > skin) & (z < film_thickness - skin))[:, None] & (rc < pore_radius)
    e = np.where(air, e_p, e_m)
    index = np.arange(nz * nr).reshape(nz, nr)
    gz = area / (dz / 2 / e[1:] + dz / 2 / e[:-1])
    gr = 2 * np.pi * r[1:-1] * dz / ((r[1:-1] - rc[:-1]) / e[:, :-1]
                                   + (rc[1:] - r[1:-1]) / e[:, 1:])
    i = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    j = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    g = np.concatenate([gz.ravel(), gr.ravel()])
    bottom, top = area * e[0] / (dz / 2), area * e[-1] / (dz / 2)
    size = nz * nr
    diagonal = np.bincount(i, g, size) + np.bincount(j, g, size)
    diagonal[index[0]] += bottom
    diagonal[index[-1]] += top
    W = sp.coo_matrix((g, (i, j)), shape=(size, size))
    rhs = np.zeros(size)
    rhs[index[-1]] = top
    phi = spsolve((sp.diags(diagonal) - W - W.T).tocsc(), rhs)
    return (bottom * phi[index[0]]).sum() * film_thickness / area.sum()


# Main values, coated cylinder and limits
k_t, k_a = transverse(e_m, e_p, f), axial(e_m, e_p, f)
k_ode = radial_equation(e_p, [(e_m, 1 / np.sqrt(f))])
assert abs(k_t - k_ode) < 1e-7
assert round(k_t, 2) == 2.45 and round(k_a, 2) == 2.80
assert abs(transverse(e_m, e_p, 0) - e_m) < 1e-12
assert abs(transverse(e_m, e_p, 1) - e_p) < 1e-12

# Periodic arrays and mean pore field
k_hex, pore_hex, peak_hex = multipole_array("hexagonal", 20)
k_sq, pore_sq, peak_sq = multipole_array("square", 20)
assert abs(k_hex - multipole_array("hexagonal", 12)[0]) < 1e-4
assert abs(k_sq - multipole_array("square", 12)[0]) < 1e-3
pore_field = 2 * e_m / (e_m + e_p + f * (e_m - e_p))
assert abs(k_hex / k_t - 1) < 1e-3
assert abs(k_sq / k_t - 1) < 5e-3
assert abs(pore_hex / pore_field - 1) < 1e-3
# The averaging identity links the separately computed flux and pore field.
assert abs(e_m + f * (e_p - e_m) * pore_sq - k_sq) < 1e-3

# Finite-volume fields; one percent allows for the stepped pore outline
grid4 = (np.arange(4) + 0.5) / 4
k_grid = finite_volume([(p, q) for p in grid4 for q in grid4])
assert abs(k_grid / k_sq - 1) < 0.01
rng = np.random.default_rng(7)
k_random = np.array([finite_volume(random_pores(rng)) for _ in range(4)])
assert abs(k_random.mean() / k_t - 1) < 0.05

# Upright pores between plates, open and sealed
k_open = upright_capacitor(0.0)
assert abs(k_open - k_a) < 1e-7
skin = 5.0
k_sealed = upright_capacitor(skin)
dense, porous = 2 * skin, film_thickness - 2 * skin
k_series = film_thickness / (dense / e_m + porous / k_a)
k_tubes = (1 - f) * e_m + f * film_thickness / (dense / e_m + porous / e_p)
assert k_tubes < k_sealed < k_series

# Adsorbed water as a nominal layer on the pore wall
water_k, water_fraction = 80.0, 0.01
core = (f - water_fraction) / f
k_wet_pore = transverse(water_k, e_p, core)
k_t_wet = transverse(e_m, k_wet_pore, f)
k_a_wet = k_a + water_fraction * (water_k - e_p)
k_wet_ode = radial_equation(e_p, [(water_k, 1 / np.sqrt(core)),
                                  (e_m, 1 / np.sqrt(f))])
assert abs(k_t_wet - k_wet_ode) < 1e-6
water_layer = pore_radius * (1 - np.sqrt(core))

# Other sizes for the example
spacing = pore_radius * np.sqrt(2 * np.pi / (np.sqrt(3) * f))
tilt, df, applied = 10.0, 0.02, 1.0
c2 = np.cos(np.radians(tilt))**2
k_tilt = k_a * c2 + k_t * (1 - c2)
to_nF_cm2 = epsilon_0 / (film_thickness * 1e-9) * 1e5
pore_voltage = applied * pore_field * 1e8 * pore_diameter * 1e-9
assert pore_voltage < 12.0                      # rough gas ionization scale, V

print(f"matrix permittivity                        {e_m:.2f}")
print(f"pore permittivity                          {e_p:.2f}")
print(f"pore fraction                              {f:.2f}")
print(f"AXIAL permittivity                         {k_a:.4f}")
print(f"TRANSVERSE permittivity                    {k_t:.4f}")
print(f"axial minus transverse                     {k_a - k_t:.4f}")
print(f"transverse, radial equation                {k_ode:.4f}")
print(f"axial, finite-volume capacitor             {k_open:.4f}")
print(f"mean pore field / mean field, formula      {pore_field:.4f}")
print(f"mean pore field / mean field, hexagonal    {pore_hex:.4f}")
print(f"peak pore field / mean field, hexagonal    {peak_hex:.4f}")
print(f"transverse, hexagonal array                {k_hex:.4f}")
print(f"transverse, square array                   {k_sq:.4f}")
print(f"transverse, square array, finite volume    {k_grid:.4f}")
print(f"transverse, random arrays, mean of 4       {k_random.mean():.3f}")
print(f"transverse, random arrays, lowest          {k_random.min():.3f}")
print(f"transverse, random arrays, highest         {k_random.max():.3f}")
print(f"pore diameter                              {pore_diameter:.1f} nm")
print(f"hexagonal pore spacing                     {spacing:.2f} nm")
print(f"thinnest wall                              {spacing - pore_diameter:.2f} nm")
print(f"film thickness                             {film_thickness:.0f} nm")
print(f"capacitance, dense film                    {e_m * to_nF_cm2:.2f} nF/cm2")
print(f"capacitance, upright pores                 {k_a * to_nF_cm2:.2f} nF/cm2")
print(f"capacitance, flat-lying pores              {k_t * to_nF_cm2:.2f} nF/cm2")
print(f"dense skin at each electrode               {skin:.1f} nm")
print(f"axial with skins, finite volume            {k_sealed:.4f}")
print(f"axial with skins, series estimate          {k_series:.4f}")
print(f"axial with skins, flux-tube bound          {k_tubes:.4f}")
print(f"pore tilt                                  {tilt:.0f} degrees")
print(f"permittivity along normal with tilt        {k_tilt:.4f}")
print(f"porosity error                             {df:.2f}")
print(f"axial change for added porosity            {axial(e_m, e_p, f + df) - k_a:.4f}")
print(f"transverse change for added porosity       {transverse(e_m, e_p, f + df) - k_t:.4f}")
print(f"water fraction of film volume              {water_fraction:.2f}")
print(f"water permittivity, rough bulk value       {water_k:.0f}")
print(f"nominal water layer                        {water_layer:.3f} nm")
print(f"equivalent permittivity of wet pore        {k_wet_pore:.3f}")
print(f"transverse with water                      {k_t_wet:.3f}")
print(f"axial with water                           {k_a_wet:.3f}")
print(f"applied transverse field                   {applied:.2f} MV/cm")
print(f"mean pore field                            {applied * pore_field:.3f} MV/cm")
print(f"peak pore field, hexagonal                 {applied * peak_hex:.3f} MV/cm")
print(f"voltage across one pore                    {pore_voltage:.3f} V")
print("no test failed")
```

Running it gives:

```
matrix permittivity                        4.00
pore permittivity                          1.00
pore fraction                              0.40
AXIAL permittivity                         2.8000
TRANSVERSE permittivity                    2.4516
axial minus transverse                     0.3484
transverse, radial equation                2.4516
axial, finite-volume capacitor             2.8000
mean pore field / mean field, formula      1.2903
mean pore field / mean field, hexagonal    1.2904
peak pore field / mean field, hexagonal    1.3209
transverse, hexagonal array                2.4515
transverse, square array                   2.4481
transverse, square array, finite volume    2.4406
transverse, random arrays, mean of 4       2.414
transverse, random arrays, lowest          2.404
transverse, random arrays, highest         2.419
pore diameter                              4.0 nm
hexagonal pore spacing                     6.02 nm
thinnest wall                              2.02 nm
film thickness                             100 nm
capacitance, dense film                    35.42 nF/cm2
capacitance, upright pores                 24.79 nF/cm2
capacitance, flat-lying pores              21.71 nF/cm2
dense skin at each electrode               5.0 nm
axial with skins, finite volume            2.8808
axial with skins, series estimate          2.8866
axial with skins, flux-tube bound          2.8324
pore tilt                                  10 degrees
permittivity along normal with tilt        2.7895
porosity error                             0.02
axial change for added porosity            -0.0600
transverse change for added porosity       -0.0618
water fraction of film volume              0.01
water permittivity, rough bulk value       80
nominal water layer                        0.025 nm
equivalent permittivity of wet pore        2.012
transverse with water                      3.066
axial with water                           3.590
applied transverse field                   1.00 MV/cm
mean pore field                            1.290 MV/cm
peak pore field, hexagonal                 1.321 MV/cm
voltage across one pore                    0.516 V
no test failed
```
